# Gauge-origin dependence of the two orbital contributions to the g tensor

**The problem.** A molecule in a uniform magnetic field \(\mathbf B\) is described with the vector potential

\[
\mathbf A(\mathbf r)=\tfrac12\,\mathbf B\times(\mathbf r-\mathbf R),
\]

where the gauge origin \(\mathbf R\) is arbitrary. Two contributions to the g tensor contain \(\mathbf R\). The problem is to find how each depends on it, what happens to their sum, and under which conditions.

The electrons have charge \(-e\), mass \(m\) and dimensionless spins \(\mathbf s_i\). Without field and spin-orbit coupling,

\[
H_0=\sum_i\frac{p_i^2}{2m}+U(\mathbf r_1,\dots,\mathbf r_N).
\]

Here \(U\) is a spin-free function of the positions and includes the electron repulsion. The ground level, of energy \(E_0\), is one spin multiplet with \(2S+1\) states, \(S>0\), and no orbital degeneracy. The spin-orbit operator is linear in the kinetic momentum \(\boldsymbol\pi_i=\mathbf p_i+e\mathbf A(\mathbf r_i)\):

\[
H_{\rm SO}=\sum_i\mathbf F_i\cdot\boldsymbol\pi_i ,\qquad \nabla_i\cdot\mathbf F_i=0 .
\]

\(\mathbf F_i\) is linear in the spins and otherwise depends on positions alone. The divergence condition makes \(\mathbf F_i\cdot\mathbf p_i=\mathbf p_i\cdot\mathbf F_i\), so the operator is Hermitian. The g tensor is defined by \(H_{\rm eff}=\mu_B\sum_{kl}B_k\,g_{kl}\,S_l\) within the multiplet, with \(\mu_B=e\hbar/2m\). All terms are kept to first order in \(\mathbf B\) and first order in spin-orbit coupling.

## (a) Which terms contain the gauge origin?

**Solution.** Expand the kinetic energy:

\[
\frac{(\mathbf p+e\mathbf A)^2}{2m}=\frac{p^2}{2m}+\frac{e}{2m}(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+\frac{e^2A^2}{2m}.
\]

The last term is of second order in \(\mathbf B\). Since \(\nabla\cdot\mathbf A=0\), the middle one equals \((e/m)\mathbf A\cdot\mathbf p\). Using \((\mathbf B\times\boldsymbol\rho)\cdot\mathbf p=\mathbf B\cdot(\boldsymbol\rho\times\mathbf p)\) with \(\boldsymbol\rho_i=\mathbf r_i-\mathbf R\), the orbital Zeeman operator is

\[
H_{\rm OZ}=\frac em\sum_i\mathbf A(\mathbf r_i)\cdot\mathbf p_i=\frac{e}{2m}\,\mathbf B\cdot\sum_i\boldsymbol\rho_i\times\mathbf p_i .
\]

The spin-orbit operator splits into a field-free part and the gauge correction:

\[
H_{\rm SO}=H_{\rm SO}^{(0)}+H_{\rm GC},\qquad
H_{\rm SO}^{(0)}=\sum_i\mathbf F_i\cdot\mathbf p_i,\qquad
H_{\rm GC}=e\sum_i\mathbf F_i\cdot\mathbf A(\mathbf r_i).
\]

Let \(\Gamma\) project on the ground multiplet and \(\Gamma'=1-\Gamma\). The gauge correction is already bilinear in field and spin, so it acts in first order. \(H_{\rm OZ}\) and \(H_{\rm SO}^{(0)}\) combine in second order:

\[
H_{\rm eff}^{\rm GC}=\Gamma H_{\rm GC}\Gamma,\qquad
H_{\rm eff}^{\rm para}=\Gamma H_{\rm SO}^{(0)}\frac{\Gamma'}{E_0-H_0}H_{\rm OZ}\Gamma+\text{h.c.}
\]

The second expression is the paramagnetic term, a sum over excited states written as an operator. The spin Zeeman term and its kinetic-energy correction do not contain \(\mathbf R\) at this order and are left aside.

## (b) Move the origin from \(\mathbf R\) to \(\mathbf R+\mathbf a\). How do the operators change?

**Solution.** The vector potential changes by a constant,

\[
\delta\mathbf A=-\tfrac12\,\mathbf B\times\mathbf a ,
\]

the same for every electron. Its curl is zero, so the magnetic field is unchanged. With the total momentum \(\mathbf P=\sum_i\mathbf p_i\),

\[
\delta H_{\rm OZ}=\frac em\,\delta\mathbf A\cdot\mathbf P,\qquad
\delta H_{\rm eff}^{\rm GC}=e\,\delta\mathbf A\cdot\Gamma\sum_i\mathbf F_i\,\Gamma .
\]

The first change is an operator that still has to pass through the sum over states. The second is already a ground-state average. Comparing them requires removing the energy denominators.

## (c) Express the matrix elements of \(\mathbf P\) through those of position.

**Solution.** Let \(\mathbf X=\sum_i\mathbf r_i\). Because \(U\) is a function of positions, it commutes with \(\mathbf X\), and only the kinetic energy contributes. For one Cartesian component, \([p^2,x]=p[p,x]+[p,x]p=-2i\hbar p\). Therefore

\[
[H_0,\mathbf X]=-\frac{i\hbar}{m}\mathbf P,\qquad
\mathbf P=\frac{im}{\hbar}[H_0,\mathbf X].
\]

Between an eigenstate \(|n\rangle\) of energy \(E_n\) and a ground state \(|0\rangle\),

\[
\langle n|\mathbf P|0\rangle=\frac{im}{\hbar}(E_n-E_0)\langle n|\mathbf X|0\rangle .
\]

The factor \(E_n-E_0\) matches the denominator of the paramagnetic term. This requires that the states and energies in the sum belong to the same \(H_0\) that appears in the commutator.

## (d) Evaluate the change of the paramagnetic term and compare.

**Solution.** Write \(Y=\delta\mathbf A\cdot\mathbf X\). Part (c) gives \(\delta H_{\rm OZ}=(ie/\hbar)[H_0,Y]\). Acting on the ground multiplet, \(H_0\) on the right becomes \(E_0\), so

\[
\frac{\Gamma'}{E_0-H_0}\,\delta H_{\rm OZ}\Gamma
=\frac{ie}{\hbar}\,\frac{\Gamma'}{E_0-H_0}(H_0-E_0)Y\Gamma
=-\frac{ie}{\hbar}\,\Gamma'Y\Gamma .
\]

Adding the Hermitian conjugate,

\[
\delta H_{\rm eff}^{\rm para}=-\frac{ie}{\hbar}\left(\Gamma H_{\rm SO}^{(0)}\Gamma'Y\Gamma-\Gamma Y\Gamma'H_{\rm SO}^{(0)}\Gamma\right).
\]

Now insert \(\Gamma'=1-\Gamma\). The pieces with \(\Gamma\) in the middle form the commutator of \(\Gamma H_{\rm SO}^{(0)}\Gamma\) with \(\Gamma Y\Gamma\). Since \(Y\) is spin-free and the multiplet has one spatial character, \(\Gamma Y\Gamma\) is a number times \(\Gamma\), and this commutator vanishes. What remains uses completeness, with the continuum included:

\[
\delta H_{\rm eff}^{\rm para}=-\frac{ie}{\hbar}\,\Gamma[H_{\rm SO}^{(0)},Y]\Gamma .
\]

\(\mathbf F_i\) commutes with positions, and \([\mathbf p_i,\delta\mathbf A\cdot\mathbf r_i]=-i\hbar\,\delta\mathbf A\). Thus

\[
[H_{\rm SO}^{(0)},Y]=-i\hbar\sum_i\mathbf F_i\cdot\delta\mathbf A .
\]

The prefactors multiply to \((-ie/\hbar)(-i\hbar)=-e\), and

\[
\delta H_{\rm eff}^{\rm para}=-e\,\delta\mathbf A\cdot\Gamma\sum_i\mathbf F_i\,\Gamma=-\,\delta H_{\rm eff}^{\rm GC}.
\]

The two changes cancel. Both are linear in \(\mathbf a\), so this holds for any finite displacement. The division of the g shift into these two terms depends on the origin whenever \(\Gamma\sum_i\mathbf F_i\Gamma\) is nonzero, while their sum never does.

## (e) How large is each separate change for the Breit–Pauli operator?

Let \(U=\sum_iV_{\rm ext}(\mathbf r_i)+W\), with \(W=\sum_{i<j}w_{ij}\) and \(w_{ij}\) a function of distance. With the free-electron factor in the spin-orbit coefficients set to 2, take

\[
\mathbf F_i=\frac{\hbar}{2m^2c^2}\Big[\mathbf s_i\times\nabla_iU+2\sum_{j\ne i}\mathbf s_j\times\nabla_iw_{ij}\Big].
\]

The first part couples a spin to its own electron's motion, the second to the motion of the other electrons.

**Solution.** Sum over \(i\). Since \(\nabla_iw_{ij}=-\nabla_jw_{ij}\), the second part gives \(-2\sum_j\mathbf s_j\times\nabla_jW\).

For the first part, consider \(K_{ab}=\sum_is_{ia}p_{ib}\). Spins commute with \(H_0\), so

\[
[K_{ab},H_0]=-i\hbar\sum_is_{ia}\,\partial_{ib}U .
\]

Between states of the same energy \(E_0\), the left side is \(\Gamma K_{ab}\Gamma E_0-E_0\Gamma K_{ab}\Gamma=0\). Hence \(\Gamma\sum_is_{ia}\partial_{ib}U\,\Gamma=0\). This removes the first part, and it also gives

\[
\Gamma\sum_js_{ja}\partial_{jb}W\,\Gamma=-\Gamma\sum_js_{ja}\partial_{jb}V_{\rm ext}\,\Gamma .
\]

Consequently

\[
\Gamma\sum_i\mathbf F_i\Gamma=\frac{\hbar}{m^2c^2}\,\Gamma\sum_j\mathbf s_j\times\nabla_jV_{\rm ext}\,\Gamma=\frac{\hbar}{m^2c^2}\,\mathbf S\times\mathbf f .
\]

The last step is the Wigner–Eckart theorem: within the multiplet, a spin vector operator is proportional to \(\mathbf S\). The constant is read off in the state \(M=S\):

\[
\mathbf f=\Big\langle\sum_j\sigma_j\nabla_jV_{\rm ext}\Big\rangle_{M=S},\qquad \sigma_j=\frac{s_{jz}}{S}.
\]

Insert this and \(\delta\mathbf A\) into part (b):

\[
\delta H_{\rm eff}^{\rm GC}=-\frac{e\hbar}{2m^2c^2}(\mathbf S\times\mathbf f)\cdot(\mathbf B\times\mathbf a)
=-\frac{\mu_B}{mc^2}\big[(\mathbf S\cdot\mathbf B)(\mathbf f\cdot\mathbf a)-(\mathbf S\cdot\mathbf a)(\mathbf f\cdot\mathbf B)\big].
\]

Comparison with the definition of \(g_{kl}\) gives

\[
\delta g^{\rm GC}_{kl}=-\frac{\delta_{kl}\,\mathbf f\cdot\mathbf a-f_ka_l}{mc^2}=-\,\delta g^{\rm para}_{kl}.
\]

The vector \(\mathbf f\) is the external potential gradient weighted with the spin density. For one electron it is the mean gradient of the binding potential, which is zero in a stationary state. Each term is then separately independent of the origin. The same holds when all spins are parallel: all \(\sigma_j\) are equal, and the mean total external force vanishes because the internal forces cancel. An effective one-electron spin-orbit potential that differs from the binding potential escapes this argument. Its separate changes need not vanish, but they still cancel by part (d).

## (f) Test the result on three interacting electrons.

Take a doublet in the trap

\[
V_{\rm ext}=\tfrac12m\sum_d\omega_d^2x_d^2+c_3(x+y+z)r^2+c_4r^4,\qquad w_{ij}=-\tfrac12k\,r_{ij}^2 .
\]

The length unit is 1 Å, and the energy unit is \(\hbar^2/(m\,\text{Å}^2)=7.620\) eV. The quanta \(\hbar\omega_d\) are 7.620, 9.525 and 11.430 eV, with \(c_3=0.381\) eV/Å³, \(c_4=0.0762\) eV/Å⁴ and \(k=1.143\) eV/Å². The model repulsion replaces the Coulomb one in \(\mathbf F_i\) too. The origin moves from the trap centre by \(\mathbf a=(6,-3,2)\) Å.

**Solution.** Explicit formulas for the two tensors follow from the diagonal element in the state \(M=S\) along axis \(l\). \(H_{\rm OZ}\) is spin-free and conserves \(M\), so only the \(l\) components of the spins contribute. Define

\[
\mathbf T_i=\sigma_i\nabla_iU+2\sum_{j\ne i}\sigma_j\nabla_iw_{ij},\qquad
\boldsymbol\Lambda=\sum_i\mathbf T_i\times\mathbf p_i,\qquad
\mathbf L=\sum_i\boldsymbol\rho_i\times\mathbf p_i .
\]

The relevant part of \(H^{(0)}_{\rm SO}\) is \(S\hbar\Lambda_l/(2m^2c^2)\), and \(H_{\rm OZ}=(\mu_B/\hbar)\mathbf B\cdot\mathbf L\). Dividing the second-order energy by \(\mu_BB_kS\),

\[
g^{\rm para}_{kl}=\frac{1}{m^2c^2}\,{\rm Re}\sum_{n\neq0}\frac{\langle0|\Lambda_l|n\rangle\langle n|L_k|0\rangle}{E_0-E_n}.
\]

For the gauge correction, \(\mathbf T\times(\mathbf B\times\boldsymbol\rho)=\mathbf B(\mathbf T\cdot\boldsymbol\rho)-\boldsymbol\rho(\mathbf T\cdot\mathbf B)\) gives

\[
g^{\rm GC}_{kl}=\frac{1}{2mc^2}\Big\langle\sum_i\big(\delta_{kl}\,\mathbf T_i\cdot\boldsymbol\rho_i-T_{ik}\rho_{il}\big)\Big\rangle .
\]

The numerical check compares the sum of these formulas, for two tensor elements in a small basis, with finite differences of the lowest energy of the full Hamiltonian in a field. This tests the relative sign.

In the largest basis, of 5496 states, the computed gradient is \(\mathbf f=(-0.644,-0.143,-0.087)\) eV/Å. Then

\[
\mathbf f\cdot\mathbf a=-3.864+0.429-0.174=-3.609\ \text{eV}.
\]

The printed ratio of the energy unit to \(mc^2\) is \(1.491\times10^{-5}\), so \(mc^2=7.620/(1.491\times10^{-5})=5.11\times10^5\) eV. For the \(yy\) element,

\[
\delta g^{\rm GC}_{yy}=-\frac{-3.609-0.429}{5.11\times10^5}=7.90\times10^{-6}=7.90\ \text{ppm}.
\]

Direct evaluation at the two origins gives 7.91 ppm for the gauge correction and \(-7.91\) ppm for the paramagnetic term. An off-diagonal element works the same way: \(\delta g^{\rm GC}_{xy}=f_xa_y/mc^2=1.932/(5.11\times10^5)=3.78\) ppm, against directly computed changes of 3.78 and \(-3.78\) ppm.

The totals for \(yy\), in ppm, are

\[
\begin{aligned}
\text{origin at }0:&\quad -18.26+6.95=-11.31,\\
\text{origin at }\mathbf a:&\quad -26.17+14.86=-11.31 .
\end{aligned}
\]

The paramagnetic part alone has changed by more than 40% of its initial size. Over the whole tensor, the norm of the change of the sum is 0.08% of the norm of the gauge-correction change. The last digit of these values is not yet converged: at the basis limit \(\mathbf f\approx(-0.646,-0.143,-0.088)\) eV/Å, the separate changes are about 0.2% larger (7.92 ppm for \(yy\), 3.79 ppm for \(xy\)), and the \(yy\) total is \(-11.30\) ppm.

## (g) What spoils the cancellation?

**Solution: a finite basis.** Let \(Q\) project on the basis, with \(\bar H=QH_0Q\), and let \(|0\rangle\) and \(E_0\) now be the ground state and energy of \(\bar H\). The commutator relation acquires a defect

\[
|\mathbf d\rangle=(\bar H-E_0)Q\mathbf X|0\rangle+\frac{i\hbar}{m}Q\mathbf P|0\rangle ,
\]

which is zero in a complete basis. Solving for the momentum,

\[
Q\mathbf P|0\rangle=\frac{im}{\hbar}\big[(\bar H-E_0)Q\mathbf X|0\rangle-|\mathbf d\rangle\big].
\]

The first term leads back to part (d), but with \(Q\) in place of the unit operator in the closure step. The second leaves a remainder in which \(\mathbf d\) is multiplied by the spin-orbit response of the ground state. There are thus two errors, one from the commutator and one from closure. Both are proportional to \(\delta\mathbf A\), hence to the displacement, so in a given basis the spurious change of the sum grows linearly with the displacement. The coefficient of this growth can vanish by symmetry: with an inversion centre and a basis that respects it, \(H_{\rm SO}^{(0)}\) is even while \(\mathbf P\) and \(\mathbf X\) are odd, so both errors are zero however large \(\mathbf d\) is. Where it does not vanish, the spurious change adds to the basis error already present at the starting origin, which it can increase or partly offset, and it dominates once the origin is far enough away.

In the model, the remainder relative to the gauge-correction change is 11%, 3.6%, 0.56%, 0.27% and 0.08% for 94, 322, 931, 2373 and 5496 states. The norm of the defect, relative to that of \((\hbar/m)Q\mathbf P|0\rangle\), falls from 9.4% to 1.2%. The separate changes converge more slowly than their sum: the norm of the gauge-correction change still grows from 11.45 to 11.54 ppm between the last two bases.

**Solution: a nonlocal potential.** If \(H_0\) contains an operator \(V_{\rm nl}\) that does not commute with position, as Hartree–Fock exchange does, then

\[
[H_0,\mathbf X]=-\frac{i\hbar}{m}\mathbf P+[V_{\rm nl},\mathbf X],\qquad
\frac em\,\delta\mathbf A\cdot\mathbf P=\frac{ie}{\hbar}[H_0,Y]-\frac{ie}{\hbar}[V_{\rm nl},Y].
\]

The first term cancels the gauge correction as before. The second survives in the sum over states, even in a complete basis, unless symmetry removes it, as an inversion centre shared by \(U\) and \(V_{\rm nl}\) does. It would be removed if the nonlocal operator itself responded to the change of vector potential by \(+(ie/\hbar)[V_{\rm nl},Y]\). A plain sum over states with a fixed \(V_{\rm nl}\) lacks this response.

One electron in the same trap shows the difference. With the local potential, both separate changes are below \(10^{-8}\) ppm, as part (e) requires. Adding \(-3.81\) eV times the projector on a Gaussian orbital at the trap centre (the oscillator ground state for quanta \(0.92\,\hbar\omega_d\); the values depend on this width) gives changes of norm 2.16 ppm (paramagnetic) and 2.88 ppm (gauge correction), and the sum now changes by 0.74 ppm. The gauge-correction change is nonzero because the nonlocal term also exerts a force, so the mean gradient of the local potential no longer vanishes. The failure of the two changes to compensate is a separate matter: it comes from the surviving \([V_{\rm nl},Y]\) term and does not require a nonzero mean gradient.

## Numbers as computed

```
energy unit hbar^2/(m A^2): 7.6200 eV
energy unit / (m c^2): 1.49119e-05
trap quanta hbar*omega x,y,z (eV): [ 7.62    9.525  11.4299]
cubic coefficient: 0.3810 eV/A^3
quartic coefficient: 0.0762 eV/A^4
repulsion constant k: 1.1430 eV/A^2
origin shift a (A): [ 6. -3.  2.]
finite-field check, largest error: 2.9e-05 ppm
norms of changes (ppm); ratio = |sum|/|gauge|
quanta 3, 94 states: para 7.7246, gauge 7.4753
  ratio 1.14e-01, commutator defect 9.43e-02
quanta 4, 322 states: para 10.0638, gauge 10.0277
  ratio 3.57e-02, commutator defect 6.16e-02
quanta 5, 931 states: para 11.2359, gauge 11.2687
  ratio 5.63e-03, commutator defect 4.50e-02
quanta 6, 2373 states: para 11.4380, gauge 11.4504
  ratio 2.72e-03, commutator defect 2.13e-02
quanta 7, 5496 states: para 11.5339, gauge 11.5376
  ratio 8.19e-04, commutator defect 1.24e-02
largest basis, three electrons:
ground energy 44.3925 eV, gap 2.3649 eV
total spin S(S+1): 0.750000
spin-weighted gradient f (eV/A): [-0.64377 -0.14255 -0.08694]
force formula, relative mismatch: 9.65e-04
paramagnetic tensor, origin 0 (ppm)
      0.0821     1.0105     0.5804
      0.9392   -18.2614     0.1894
      0.5196     0.1870   -24.8722
gauge-correction tensor, origin 0 (ppm)
      5.8648    -0.1012    -0.0168
     -0.0402     6.9545     0.0304
      0.0267     0.0318     5.5306
change of paramagnetic tensor (ppm)
      0.4976    -3.7816     2.5201
      1.6790    -7.9077     0.5608
      1.0257    -0.5168    -6.7191
change of gauge correction (ppm)
     -0.4975     3.7827    -2.5218
     -1.6777     7.9068    -0.5592
     -1.0241     0.5121     6.7265
sum of both terms, origin 0 (ppm)
      5.9469     0.9092     0.5636
      0.8990   -11.3069     0.2197
      0.5463     0.2188   -19.3416
sum of both terms, origin a (ppm)
      5.9470     0.9103     0.5619
      0.9003   -11.3078     0.2213
      0.5479     0.2140   -19.3342
one electron, local: para 3.6e-09, gauge 5.7e-10 ppm
nonlocal term strength: -3.8100 eV
one electron, nonlocal: para 2.1635, gauge 2.8847 ppm
one electron, nonlocal: change of sum 0.7363 ppm
```
